**Symmetry classes of methyl-ethyl placements in Zr(NMeEt)$_4$**

The program sorts the 16 placements of ethyl on axial ($a$) or equatorial ($e$) carbon sites of a $D_{2d}$ skeleton whose NC$_2$ planes lie in the dihedral mirrors. It asserts that orbits of four-letter words agree with a comparison of all interatomic distances under the 24 ligand permutations. The output shows six classes with mirror images merged and seven with them kept apart; $aaee$ is the chiral class. Further assertions cover class sizes, stabilizers, the count by number of axial ethyls, and the changed counts for perpendicular or twisted planes. With ethyl ends on either side of the NC$_2$ plane, 256 structures form 39 classes, or 76 with mirror images kept apart. Populations at 350 K, from chosen model energies for axial sites and same-end pairs, are summed over all 16 words and asserted to agree with the class formulas.

## Program and output

```python
"""
Result under test: the 16 methyl/ethyl placements in Zr(NMeEt)4 on a D2d
skeleton, NC2 planes in the dihedral mirrors, form 6 classes when mirror
images are merged and 7 when they are kept apart.

Symbols: a placement is a word of four letters, one per ligand in order round
the S4 axis; 'a' = ethyl on the axial carbon site, 'e' = on the equatorial one.
An ethyl end is the CH3 carbon of ethyl; side +1/-1 puts it on either side of
the NC2 plane, side 0 puts it in that plane, away from Zr.
Independent road: Cartesian structures are compared through all interatomic
distances under all 24 ligand permutations, without assuming a point group.
Lengths are in nm, energies in eV, temperature in K.
"""
from itertools import permutations, product
import numpy as np
from scipy.constants import k as boltzmann, e as charge

ZR_N, N_C, C_C = 0.210, 0.145, 0.153
CNC_DEG, NCC_DEG = 112.0, 113.0
TETRA = np.arccos(1 / np.sqrt(3))
TWIST_DEG = 10.0
SITE_ENERGY, PAIR_ENERGY, TEMPERATURE = 0.030, 0.020, 350.0
PERMS = list(permutations(range(4)))
WORDS = [''.join(w) for w in product('ae', repeat=4)]
SIDES = list(product((1, -1), repeat=4))


def ligand_frame(i, polar, twist):
    """Unit vector Zr->N, in-plane axis towards axial site, plane normal."""
    end = 1 if i % 2 == 0 else -1
    phi = i * np.pi / 2
    u = np.array([np.sin(polar) * np.cos(phi),
                  np.sin(polar) * np.sin(phi), end * np.cos(polar)])
    z = np.array([0.0, 0.0, end])
    t = z - (z @ u) * u
    t /= np.linalg.norm(t)
    t = np.cos(twist) * t + np.sin(twist) * np.cross(u, t)
    return u, t, np.cross(u, t)


def build(word, sides=None, polar=TETRA, twists=(0, 0, 0, 0)):
    """Array [ligand, atom, xyz]; atoms: N, methyl C, ethyl CH2, (ethyl end)."""
    half, bend = np.radians(CNC_DEG / 2), np.radians(NCC_DEG)
    ligands = []
    for i in range(4):
        u, t, normal = ligand_frame(i, polar, twists[i])
        sign = 1 if word[i] == 'a' else -1
        nitrogen = ZR_N * u
        to_ethyl = np.cos(half) * u + sign * np.sin(half) * t
        to_methyl = np.cos(half) * u - sign * np.sin(half) * t
        atoms = [nitrogen, nitrogen + N_C * to_methyl,
                 nitrogen + N_C * to_ethyl]
        if sides is not None:
            if sides[i] == 0:
                across = u - (u @ to_ethyl) * to_ethyl
                across /= np.linalg.norm(across)
            else:
                across = sides[i] * normal
            atoms.append(atoms[2] + C_C * (-np.cos(bend) * to_ethyl
                                           + np.sin(bend) * across))
        ligands.append(atoms)
    return np.array(ligands)


def distances(structure):
    points = np.vstack([structure.reshape(-1, 3), np.zeros(3)])  # Zr at origin
    return np.linalg.norm(points[:, None] - points[None], axis=2)


def classify(structures, proper_only=False):
    """Class label of each structure, by congruence of labelled atoms.
    All structures in one call share their N positions, so the handedness of
    the permuted N triple tells whether the congruence is a rotation."""
    representatives, labels = [], []
    for s in structures:
        found = None
        if representatives:
            known = np.array(representatives)
            for p in PERMS:
                moved = s[list(p)]
                if proper_only and (np.linalg.det(moved[:3, 0])
                                    * np.linalg.det(s[:3, 0]) < 0):
                    continue
                gap = np.abs(known - distances(moved)).max(axis=(1, 2))
                hits = np.flatnonzero(gap < 1e-9)
                if hits.size:
                    found = int(hits[0])
                    break
        if found is None:
            found = len(representatives)
            representatives.append(distances(s))
        labels.append(found)
    return labels


def number(labels):
    return len(set(labels))


def cycles(p):
    seen, lengths = set(), []
    for start in range(4):
        length, j = 0, start
        while j not in seen:
            seen.add(j)
            j = p[j]
            length += 1
        if length:
            lengths.append(length)
    return lengths


# Group generated by S4 and one dihedral mirror, as 3x3 matrices
generators = [np.array([[0, -1, 0], [1, 0, 0], [0, 0, -1]]),
              np.diag([1, -1, 1])]
group = [np.eye(3, dtype=int)]
for g in group:                      # list grows until closed
    for h in generators:
        new = h @ g
        if not any(np.array_equal(new, old) for old in group):
            group.append(new)
assert len(group) == 8

skeleton = build('aaaa')             # atom 2 = axial site, atom 1 = equatorial
N_POS = skeleton[:, 0]
operations = []                      # (permutation, determinant, trace)
for g in group:
    image = skeleton @ g.T
    p = tuple(int(np.argmin(np.linalg.norm(N_POS - x, axis=1)))
              for x in image[:, 0])
    assert np.allclose(image, skeleton[list(p)], atol=1e-12)  # sites preserved
    operations.append((p, round(np.linalg.det(g)), int(np.trace(g))))

# Brute-force symmetry of the unlabelled carbon skeleton
carbons = skeleton[:, 1:].reshape(-1, 3)
symmetries = set()
for p in PERMS:
    r_transposed = np.linalg.solve(N_POS[:3], N_POS[list(p)][:3])
    assert np.allclose(r_transposed @ r_transposed.T, np.eye(3))
    moved = carbons @ r_transposed
    gaps = np.linalg.norm(moved[:, None] - carbons[None], axis=2).min(axis=1)
    if gaps.max() < 1e-9:
        symmetries.add(p)
assert symmetries == {op[0] for op in operations} and len(symmetries) == 8


def move(word, p):
    out = [''] * 4
    for i in range(4):
        out[p[i]] = word[i]
    return ''.join(out)


canonical = {w: min(move(w, op[0]) for op in operations) for w in WORDS}
classes = sorted(set(canonical.values()))
members = {c: [w for w in WORDS if canonical[w] == c] for c in classes}

# Orbits against geometric congruence
merged = classify([build(w) for w in WORDS])
separate = classify([build(w) for w in WORDS], proper_only=True)
for i, w in enumerate(WORDS):
    for j, v in enumerate(WORDS):
        assert (merged[i] == merged[j]) == (canonical[w] == canonical[v])
burnside = sum(2 ** len(cycles(op[0])) for op in operations) / 8
rotations = [op for op in operations if op[1] == 1]
burnside_rot = sum(2 ** len(cycles(op[0])) for op in rotations) / 4
assert number(merged) == burnside == 6
assert number(separate) == burnside_rot == 7
flattened = classify([build(w, polar=np.radians(58)) for w in WORDS])
assert number(flattened) == 6

# Count resolved by number of axial ethyls
polynomial = np.zeros(5)
for op in operations:
    term = np.array([1.0])
    for length in cycles(op[0]):
        factor = np.zeros(length + 1)
        factor[0] = factor[-1] = 1
        term = np.convolve(term, factor)
    polynomial += term / 8
by_axial = [len({merged[i] for i, w in enumerate(WORDS) if w.count('a') == n})
            for n in range(5)]
assert np.allclose(polynomial, by_axial)

# Stabilizers, multiplicities and mirror forms
stabilizer, mirror_forms = {}, {}
for c in classes:
    stabilizer[c] = [op for op in operations if move(c, op[0]) == c]
    mirror_forms[c] = len({separate[WORDS.index(w)] for w in members[c]})
    sigma = sum(op[1] == 1 for op in stabilizer[c])
    geometric_size = merged.count(merged[WORDS.index(c)])
    assert geometric_size == 8 // len(stabilizer[c])
    assert geometric_size * sigma == 4 * mirror_forms[c]
    has_improper = any(op[1] == -1 for op in stabilizer[c])
    assert (mirror_forms[c] == 1) == has_improper
assert [c for c in classes if mirror_forms[c] == 2] == ['aaee']

# Other orientations of the NC2 planes
tau = np.radians(TWIST_DEG)


def twisted_count(twists):
    return number(classify([build(w, twists=twists) for w in WORDS]))


def fixed_with_flip(op, states):
    """Fixed structures when a mirror reverses the state of a fixed ligand."""
    if op[1] == -1 and 1 in cycles(op[0]):
        return 0
    return states ** len(cycles(op[0]))


perpendicular = twisted_count((np.pi / 2,) * 4)
equal_twist = twisted_count((tau,) * 4)
alternating_twist = twisted_count((tau, -tau, tau, -tau))
assert perpendicular == sum(fixed_with_flip(o, 2) for o in operations) / 8 == 4
assert equal_twist == burnside_rot
s4_group = [o for o in operations if o[0] in
            ((0, 1, 2, 3), (1, 2, 3, 0), (2, 3, 0, 1), (3, 0, 1, 2))]
assert len(s4_group) == 4
assert alternating_twist == sum(2 ** len(cycles(o[0])) for o in s4_group) / 4

# Ethyl ends: in the plane, then on either side of it
in_plane = number(classify([build(w, (0, 0, 0, 0)) for w in WORDS]))
assert in_plane == 6
full_keys = [(w, s) for w in WORDS for s in SIDES]
full = [build(w, s) for w, s in full_keys]
full_merged = classify(full)
full_separate = classify(full, proper_only=True)
assert number(full_merged) == sum(fixed_with_flip(o, 4)
                                  for o in operations) / 8
assert number(full_separate) == sum(4 ** len(cycles(o[0]))
                                    for o in rotations) / 4
end_classes = {}
for c in classes:
    end_classes[c] = len({full_merged[i] for i, (w, s) in enumerate(full_keys)
                          if canonical[w] == c})
    predicted = sum(fixed_with_flip(o, 2) for o in stabilizer[c])
    assert end_classes[c] == predicted / len(stabilizer[c])
assert sum(end_classes.values()) == number(full_merged)


def closest_contact(structure):
    """Shortest C-C distance between different ligands."""
    return min(np.linalg.norm(structure[i, 1:, None] - structure[j, None, 1:],
                              axis=2).min()
               for i in range(4) for j in range(i))


contacts = [closest_contact(s) for s in full]
best_contact = {c: max(x for x, (w, s) in zip(contacts, full_keys)
                       if canonical[w] == c) for c in classes}

# Thermal populations: explicit sum over 16 words against class formulas
kT = boltzmann * TEMPERATURE / charge


def energy(word, pair):
    same_end = (word[0] == word[2] == 'a') + (word[1] == word[3] == 'a')
    return SITE_ENERGY * word.count('a') + pair * same_end


def explicit_populations(pair):
    weights = {w: np.exp(-energy(w, pair) / kT) for w in WORDS}
    total = sum(weights.values())
    return {c: sum(weights[w] for w in members[c]) / total for c in classes}


q, coupling = np.exp(-SITE_ENERGY / kT), np.exp(-PAIR_ENERGY / kT)
free, coupled = explicit_populations(0.0), explicit_populations(PAIR_ENERGY)
for c in classes:
    g_k = 8 / len(stabilizer[c])
    assert np.isclose(free[c], g_k * q ** c.count('a') / (1 + q) ** 4)
    assert np.isclose(coupled[c], g_k * np.exp(-energy(c, PAIR_ENERGY) / kT)
                      / (1 + 2 * q + q * q * coupling) ** 2)
mean_16 = np.mean([energy(w, PAIR_ENERGY) for w in WORDS])
mean_weighted = sum(8 / len(stabilizer[c]) * energy(c, PAIR_ENERGY)
                    for c in classes) / 16
mean_plain = np.mean([energy(c, PAIR_ENERGY) for c in classes])
assert np.isclose(mean_16, mean_weighted)
assert abs(mean_16 - mean_plain) > 1e-4

# Geometry numbers
axial_bond = (skeleton[0, 2] - skeleton[0, 0]) / N_C
equatorial_bond = (skeleton[0, 1] - skeleton[0, 0]) / N_C
flat, upright = build('aaaa', (0,) * 4), build('aaaa', (1,) * 4)
flat_gap = np.linalg.norm(flat[0, 3] - flat[0, 1])
upright_gap = np.linalg.norm(upright[0, 3] - upright[0, 1])
assert flat_gap < upright_gap

print(f"Model lengths Zr-N, N-C, C-C: {ZR_N:.3f}, {N_C:.3f}, {C_C:.3f} nm")
print(f"Model angles C-N-C, N-C-C: {CNC_DEG:.0f}, {NCC_DEG:.0f} deg")
print(f"Angle of Zr-N to S4 axis: {np.degrees(TETRA):.2f} deg")
print(f"Axial N-C bond to S4 axis: "
      f"{np.degrees(np.arccos(axial_bond[2])):.2f} deg")
print(f"Equatorial N-C bond to S4 axis: "
      f"{np.degrees(np.arccos(equatorial_bond[2])):.2f} deg")
print(f"Skeleton symmetries among {len(PERMS)} permutations: {len(symmetries)}")
print("Operations: ligand images, det, trace, fixed words")
for p, det, trace in operations:
    print(f"  {''.join(str(i + 1) for i in p)} {det:+d} {trace:+d} "
          f"{sum(move(w, p) == w for w in WORDS)}")
print(f"Placements: {len(WORDS)}")
print(f"Classes, mirror images merged: {number(merged)}")
print(f"Classes, mirror images separate: {number(separate)}")
print(f"Classes with 0,1,2,3,4 axial ethyls: {by_axial}")
print("Class: size, rotations, mirrors, mirror forms, end classes")
for c in classes:
    print(f"  {c}: {len(members[c])}, "
          f"{sum(o[1] == 1 for o in stabilizer[c])}, "
          f"{sum(o[1] == -1 and o[2] == 1 for o in stabilizer[c])}, "
          f"{mirror_forms[c]}, {end_classes[c]}")
print("Members of each class")
for c in classes:
    print(f"  {c}: {' '.join(members[c])}")
print(f"Classes, planes perpendicular to mirrors: {perpendicular}")
print(f"Classes, equal twists of {TWIST_DEG:.0f} deg: {equal_twist}")
print(f"Classes, alternating twists of {TWIST_DEG:.0f} deg: "
      f"{alternating_twist}")
print(f"Classes, ethyl ends in plane: {in_plane}")
print(f"Structures with ends on either side: {len(full)}")
print(f"  classes merged / separate: {number(full_merged)} / "
      f"{number(full_separate)}")
print(f"End C to own methyl C, in plane / upright: "
      f"{flat_gap:.3f} / {upright_gap:.3f} nm")
print(f"Closest interligand C-C, no ends: {closest_contact(skeleton):.3f} nm")
print(f"Closest interligand C-C over all {len(full)}: {min(contacts):.3f} nm")
print(f"Site energy, pair energy: {SITE_ENERGY:.3f}, {PAIR_ENERGY:.3f} eV")
print(f"Temperature, kT: {TEMPERATURE:.0f} K, {kT:.5f} eV; q = {q:.4f}")
print("Class: population, with pair energy, best closest C-C (nm)")
for c in classes:
    print(f"  {c}: {free[c]:.4f}, {coupled[c]:.4f}, {best_contact[c]:.3f}")
print(f"Largest population change from pair energy: "
      f"{max(abs(free[c] - coupled[c]) for c in classes):.4f}")
print(f"Mean energy of 16 / weighted 6 / plain 6: {mean_16:.5f} / "
      f"{mean_weighted:.5f} / {mean_plain:.5f} eV")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Model lengths Zr-N, N-C, C-C: 0.210, 0.145, 0.153 nm
Model angles C-N-C, N-C-C: 112, 113 deg
Angle of Zr-N to S4 axis: 54.74 deg
Axial N-C bond to S4 axis: 1.26 deg
Equatorial N-C bond to S4 axis: 110.74 deg
Skeleton symmetries among 24 permutations: 8
Operations: ligand images, det, trace, fixed words
  1234 +1 +3 16
  2341 -1 -1 2
  1432 -1 +1 8
  3412 +1 -1 4
  4321 +1 -1 4
  2143 +1 -1 4
  4123 -1 -1 2
  3214 -1 +1 8
Placements: 16
Classes, mirror images merged: 6
Classes, mirror images separate: 7
Classes with 0,1,2,3,4 axial ethyls: [1, 1, 2, 1, 1]
Class: size, rotations, mirrors, mirror forms, end classes
  aaaa: 1, 4, 2, 1, 4
  aaae: 4, 1, 1, 1, 8
  aaee: 4, 2, 0, 2, 10
  aeae: 2, 2, 2, 1, 5
  aeee: 4, 1, 1, 1, 8
  eeee: 1, 4, 2, 1, 4
Members of each class
  aaaa: aaaa
  aaae: aaae aaea aeaa eaaa
  aaee: aaee aeea eaae eeaa
  aeae: aeae eaea
  aeee: aeee eaee eeae eeea
  eeee: eeee
Classes, planes perpendicular to mirrors: 4
Classes, equal twists of 10 deg: 7
Classes, alternating twists of 10 deg: 6
Classes, ethyl ends in plane: 6
Structures with ends on either side: 256
  classes merged / separate: 39 / 76
End C to own methyl C, in plane / upright: 0.259 / 0.324 nm
Closest interligand C-C, no ends: 0.337 nm
Closest interligand C-C over all 256: 0.329 nm
Site energy, pair energy: 0.030, 0.020 eV
Temperature, kT: 350 K, 0.03016 eV; q = 0.3698
Class: population, with pair energy, best closest C-C (nm)
  aaaa: 0.0053, 0.0015, 0.337
  aaae: 0.0575, 0.0318, 0.337
  aaee: 0.1554, 0.1670, 0.337
  aeae: 0.0777, 0.0430, 0.337
  aeee: 0.4201, 0.4515, 0.337
  eeee: 0.2840, 0.3052, 0.337
Largest population change from pair energy: 0.0347
Mean energy of 16 / weighted 6 / plain 6: 0.07000 / 0.07000 / 0.07333 eV
ALL CHECKS PASSED
```
